# The symmetric rank-one update: exact recovery of quadratic Hessians and breakdown, part 1

(Sections cited here and not found follow in the second part.)

## Two coordinates

Take an energy surface $V=\tfrac12 q^TAq+b^Tq$ in two coordinates, with gradient $g=Aq+b$ and an unknown symmetric Hessian $A$. A step $s$ changes the gradient by $y=As$. A symmetric guess $B_0$ predicts $B_0s$ and misses by the residual $r=y-B_0s=E_0s$, where $E_0=A-B_0$. Try a correction along the residual, $B_1=B_0+c\,rr^T$, and demand $B_1s=y$. This reads $c\,r(r^Ts)=r$, so $c=1/d$ with $d=r^Ts$.

Choose orthonormal axes with $E_0=\mathrm{diag}(e_1,e_2)$ and let $s=\ell(\cos\phi,\sin\phi)^T$. Then $r=\ell(e_1\cos\phi,\,e_2\sin\phi)^T$ and $d=\ell^2D$ with $D=e_1\cos^2\phi+e_2\sin^2\phi$. In the new error $E_1=E_0-rr^T/d$ the length $\ell$ cancels:

$$(E_1)_{11}=\frac{e_1D-e_1^2\cos^2\phi}{D}=\frac{e_1e_2\sin^2\phi}{D},\qquad (E_1)_{22}=\frac{e_1e_2\cos^2\phi}{D},\qquad (E_1)_{12}=-\frac{e_1e_2\sin\phi\cos\phi}{D}.$$

Thus $E_1=\lambda uu^T$ with $\lambda=e_1e_2/D$ and $u=(-\sin\phi,\cos\phi)^T$ perpendicular to $s$. A second step $t$ not parallel to $s$ has $u^Tt\neq0$. For $\lambda\ne0$ its residual is $\lambda u(u^Tt)$, its denominator is $\lambda(u^Tt)^2$, and its correction is $\lambda^2(u^Tt)^2uu^T/[\lambda(u^Tt)^2]=\lambda uu^T$. The error is then zero and $B_2=A$, whatever the lengths of the two steps.

The first update fails when $D=0$ with $r\neq0$, that is at $\tan^2\phi=-e_1/e_2$. Such a direction exists only if $e_1e_2<0$, when the guess is too soft along one axis and too stiff along the other. Two independent steps are therefore not sufficient by themselves.

## The update in $n$ dimensions

Coordinates $q\in\mathbb R^n$ are in bohr, energies in hartree, and Hessians in hartree/bohr². Vector norms are Euclidean and matrix norms spectral. Define $s_k=q_{k+1}-q_k$, $y_k=g_{k+1}-g_k$, $r_k=y_k-B_ks_k$ and $d_k=r_k^Ts_k$. For a twice continuously differentiable $V$, integrating $\frac{d}{dt}g(q+ts)=\nabla^2V(q+ts)\,s$ gives

$$y=\Big[\int_0^1\nabla^2V(q+ts)\,dt\Big]s .$$

The Hessian averaged along the step maps $s$ to $y$, and the secant condition $B_+s=y$ asks the same of the updated model.

A symmetric matrix of rank one has a single nonzero eigenvalue. Absorbing its magnitude into the eigenvector gives $\sigma vv^T$ with $\sigma=\pm1$ and $v\neq0$. The secant condition for $B_+=B+\sigma vv^T$ is

$$\sigma\,v\,(v^Ts)=r .$$

Let $r\neq0$. The left side is a multiple of $v$, so $v^Ts\neq0$ and $v=\delta r$ for some number $\delta$. Substitution gives $\sigma\delta^2(r^Ts)\,r=r$, or $\sigma\delta^2d=1$. For $d\neq0$ the correction $\sigma\delta^2rr^T$ is fixed uniquely:

$$B_+=B+\frac{rr^T}{d}.\tag{1}$$

For $d=0$ the condition $\sigma\delta^2d=1$ has no solution, so no symmetric rank-one correction satisfies the secant condition. This case, $r\ne0$ with $d=0$, is the breakdown. For $r=0$ the model already satisfies the condition and $B$ is kept.

When $B$ is invertible, put $H=B^{-1}$ and $\rho=r^THr$, and write $B_+=B(I+Hrr^T/d)$. A matrix $I+ab^T$ acts as the identity on the $n-1$ dimensions orthogonal to $b$, and its trace $n+b^Ta$ fixes the last eigenvalue as $1+b^Ta$. Hence $\det B_+=\det B\,(1+\rho/d)$. For the inverse try $H_+=H-\kappa Hrr^TH$:

$$B_+H_+=I+rr^TH\Big[\frac1d-\kappa-\frac{\kappa\rho}{d}\Big],$$

which is $I$ for $\kappa=1/(d+\rho)$. With $p=s-Hy=H(Bs-y)=-Hr$ one has $p^Ty=-r^TH(r+Bs)=-(\rho+d)$, so

$$H_+=H+\frac{pp^T}{p^Ty}.$$

This is (1) with $s$ and $y$ exchanged. Its denominator vanishes when $B_+$ is singular, which is a different event from $d=0$.

## The result

Let $V=\tfrac12q^TAq+b^Tq$ with $A$ symmetric and not necessarily definite, and let $B_0$ be any symmetric matrix. Let $s_0,\dots,s_{n-1}$ be linearly independent, and suppose that at each step $d_k\neq0$, when (1) is applied, or $r_k=0$, when $B_k$ is kept. Then $B_n=A$ in exact arithmetic.

## First derivation: old secant conditions survive

The claim, proved by induction on $k$, is $B_ks_j=y_j$ for all $j<k$. It is empty for $k=0$. Assume it for $k$. The case $j=k$ at level $k+1$ is the secant condition, which holds by construction. For $j<k$,

$$r_k^Ts_j=y_k^Ts_j-s_k^TB_ks_j=s_k^TAs_j-s_k^Ty_j=s_k^TAs_j-s_k^TAs_j=0.\tag{2}$$

The first equality uses the symmetry of $B_k$. The second uses $y_k=As_k$, the symmetry of $A$ and the induction hypothesis. The third uses $y_j=As_j$. Therefore $B_{k+1}s_j=B_ks_j+r_k(r_k^Ts_j)/d_k=y_j$, and if $r_k=0$ then $B_{k+1}=B_k$ and nothing changes. At $k=n$, with the steps as the columns of $S$, the claim reads $B_nS=AS$. Independence makes $S$ invertible, so $B_n=A$.

No property of the gradient at the end of a step was used, so no line search is involved. Scaling $s_k\to\alpha s_k$ multiplies $r_kr_k^T$ and $d_k$ both by $\alpha^2$ and leaves (1) unchanged. A step $s_k=\sum_{j<k}c_js_j$ has $r_k=\sum_jc_j(A-B_k)s_j=0$ and carries no information.

The BFGS update, $B_+=B-Bss^TB/(s^TBs)+yy^T/(y^Ts)$, shows what is special in (2). If $B_ks_j=y_j$, then $s_k^TB_ks_j$ and $y_k^Ts_j$ both equal $c=s_k^TAs_j$, and

$$B_{k+1}s_j-y_j=c\left[\frac{y_k}{y_k^Ts_k}-\frac{B_ks_k}{s_k^TB_ks_k}\right].$$

The bracket vanishes only if $B_ks_k$ is parallel to $y_k$, so in general BFGS needs conjugate steps, $c=0$. An exact line search along the quasi-Newton direction supplies this. For the first pair, minimizing along $s_0$ gives $g_1^Ts_0=0$, and $s_1=-\alpha H_1g_1$ then has $s_1^TAs_0=-\alpha g_1^TH_1y_0=-\alpha g_1^Ts_0=0$. The same argument continues by induction. If $H_ky_j=s_j$ and $g_k^Ts_j=0$ for $j<k$, then $s_k=-\alpha H_kg_k$ has $c=s_k^TAs_j=-\alpha g_k^TH_ky_j=-\alpha g_k^Ts_j=0$. The old secant conditions therefore survive and $g_{k+1}^Ts_j=g_k^Ts_j+s_k^TAs_j=0$, while the case $j=k$ holds by the secant condition of the update and by minimizing along $s_k$. In the rank-one update the two terms $c$ appear as a difference and cancel for any steps.

## Second derivation: each update removes one eigenvalue of the error

On a quadratic surface $r=Es$ and $d=s^TEs$ with $E=A-B$, and (1) becomes $E_+=E-rr^T/d$. One bordered matrix of order $n+1$ can be factored in two ways:

$$\begin{pmatrix}d&r^T\\ r&E\end{pmatrix}=\begin{pmatrix}1&s^T\\0&I\end{pmatrix}\begin{pmatrix}0&0\\0&E\end{pmatrix}\begin{pmatrix}1&0\\ s&I\end{pmatrix}=\begin{pmatrix}1&0\\ r/d&I\end{pmatrix}\begin{pmatrix}d&0\\0&E_+\end{pmatrix}\begin{pmatrix}1&r^T/d\\0&I\end{pmatrix}.\tag{3}$$

The first product has blocks $s^TEs$, $s^TE$, $Es$ and $E$. The second has $d$, $r^T$, $r$ and $rr^T/d+E_+=E$. The outer factors are unit triangular and so invertible. The number of positive eigenvalues of a symmetric matrix is the largest dimension of a subspace on which its quadratic form is positive definite, and an invertible change of variables preserves that dimension. The same holds for the negative eigenvalues. This is Sylvester's law of inertia. The positive and negative counts of $E$ therefore equal those of $d$ and $E_+$ taken together: an update with $d>0$ removes one positive eigenvalue from the error, an update with $d<0$ removes one negative eigenvalue, and the rank falls by exactly one.

After $m=\operatorname{rank}E_0$ updates with $d\neq0$ the error has rank zero and $B=A$. If all $n$ denominators are nonzero, then $m\ge n$, so $m=n$ and $B_n=A$.

A closed form locates the breakdown. Let $S_k$ hold the first $k$ steps, let $G_k=S_k^TE_0S_k$ be invertible, and define $F_k=E_0-E_0S_kG_k^{-1}S_k^TE_0$ with $F_0=E_0$ and $\det G_0=1$. With $s=s_k$, $w=S_k^TE_0s$ and $\delta=s^TE_0s-w^TG_k^{-1}w=s^TF_ks$, block multiplication confirms

$$G_{k+1}=\begin{pmatrix}G_k&w\\w^T&s^TE_0s\end{pmatrix}=\begin{pmatrix}I&0\\w^TG_k^{-1}&1\end{pmatrix}\begin{pmatrix}G_k&0\\0&\delta\end{pmatrix}\begin{pmatrix}I&G_k^{-1}w\\0&1\end{pmatrix}.$$

Taking determinants gives $\det G_{k+1}=\delta\det G_k$. For $\delta\neq0$ the factors are inverted in reverse order; inverting a unit triangular factor changes the sign of its off-diagonal block, and the product is

$$G_{k+1}^{-1}=\begin{pmatrix}G_k^{-1}&0\\0&0\end{pmatrix}+\frac{zz^T}{\delta},\qquad z=\begin{pmatrix}-G_k^{-1}w\\1\end{pmatrix}.$$

Since $E_0S_{k+1}z=E_0s-E_0S_kG_k^{-1}S_k^TE_0s=F_ks$, it follows that $F_{k+1}=F_k-F_kss^TF_k/(s^TF_ks)$. This is the recursion of $E_k$ from the same start, so as long as all denominators are nonzero,

$$E_k=E_0-E_0S_kG_k^{-1}S_k^TE_0,\qquad d_k=\frac{\det G_{k+1}}{\det G_k}.\tag{4}$$

The denominators are the pivots of symmetric Gaussian elimination on $S^TE_0S$ without pivoting, and $d_k=0$ is a vanishing leading minor. Replacing $S_k$ by $S_kC$ with $C$ invertible sends $G_k^{-1}$ to $C^{-1}G_k^{-1}C^{-T}$ and leaves $E_k$ unchanged. The matrix $B_k$ depends only on the span of the steps, while the occurrence of a zero pivot on the way depends on their order.

For unit quasi-Newton steps $s_k=-B_k^{-1}g_k$, with every $B_k$ invertible and no breakdown, $r_k=g_{k+1}-g_k+g_k=g_{k+1}$. Either $r_k=0$ and the stationary point is reached, or the rank falls. After at most $m\le n$ updates $B=A$, and the next step is Newton's step, so at most $m+1\le n+1$ steps are needed. For invertible $A$ the point reached is the one stationary point: a minimum for positive definite $A$, a maximum for negative definite $A$, and a saddle point for indefinite $A$, which is a transition state when $A$ has exactly one negative eigenvalue.

## What each derivation assumes

Both need $y=As$ with one symmetric $A$, exact arithmetic and the absence of breakdown, and neither needs definiteness or a line search.

The first assumes independence and uses it once, to cancel $S$. It admits steps with $r_k=0$ without extra work. It never forms $A-B$, and the middle of (2) reduces the quadratic assumption to a condition on data, $y_k^Ts_j=s_k^Ty_j$, whose violation can be measured on a real surface. It says nothing about when $d_k$ vanishes.

The second assumes only $d_k\neq0$. Independence follows: by (4) $\det G_{k+1}\neq0$, whereas $S_{k+1}c=0$ with $c\neq0$ would give $G_{k+1}c=0$. It yields the sharper count $m=\operatorname{rank}E_0$, the signs of the denominators and their values. It needs $A$ explicitly. For a singular $E_0$, where steps with $r_k=0$ occur among the $n$, counting does not show that the $n$ steps contain $m$ updates. The missing line is that $Ev=0$ implies $E_+v=-r(s^TEv)/d=0$, so the kernel keeps every step taken, and this is (2) in other words.

## When the denominator vanishes

On a quadratic surface a breakdown direction exists exactly when the current error $E$ is indefinite. If $E$ has unit eigenvectors $v_\pm$ with $\lambda_+>0>\lambda_-$, the vector $s=\sqrt{-\lambda_-}\,v_++\sqrt{\lambda_+}\,v_-$ has $s^TEs=-\lambda_-\lambda_++\lambda_+\lambda_-=0$ and $Es\neq0$. Conversely, let $E$ be positive semidefinite and $d=0$. For any $v$ and real $t$, $(s+tv)^TE(s+tv)=2t\,v^Tr+t^2v^TEv\ge0$. A nonzero linear term would make this negative for small $t$ of one sign, so $v^Tr=0$ for all $v$ and $r=0$. By (3) an update creates no negative eigenvalue, so a positive semidefinite $E_0$ never breaks down. Then $d>0$ makes $\Delta B=rr^T/d$ positive semidefinite, as is $E-\Delta B=E_+$, and $B_k$ rises monotonically to $A$. Changing all signs covers a negative semidefinite $E_0$.

The last of $n$ independent steps cannot break down if the secant conditions of the $n-1$ earlier steps are all satisfied; if one of them was left unmet, it can. After $n-1$ satisfied secant conditions $E=\lambda uu^T$ with $u$ a unit vector orthogonal to those steps, and an independent $s$ has $d=\lambda(u^Ts)^2$, which is zero only for $E=0$.

With $\theta$ the angle between $r$ and $s$, $d=\|r\|\|s\|\cos\theta$. The matrix $rr^T/d$ has the single nonzero eigenvalue $\|r\|^2/d$, so

$$\|\Delta B\|=\frac{\|r\|}{\|s\|\,|\cos\theta|}.\tag{5}$$

As $s$ approaches a breakdown direction, where $s^TEs=0$ but $r=Es\neq0$, this norm diverges, and the eigenvalue $\|r\|^2/d$ carries the sign of $d$. For a semidefinite $E$ there is no such direction: $s^TEs=0$ then forces $r=0$, and $\|\Delta B\|\le\|E\|$ because $\Delta B$ and $E-\Delta B$ are semidefinite of the same sign. For $d\to0^-$ with $r$ tending to a nonzero limit, $r^TB_+r=r^TBr+\|r\|^4/d$ is negative even if $y^Ts>0$, so the model can show a spurious negative curvature on a convex surface.

A skip rule guards against this by applying (1) only if

$$|d|>\eta\,\|r\|\,\|s\|,\qquad \eta\ \text{small, for instance }10^{-8},\tag{6}$$

and otherwise keeps $B$; the strict inequality also covers $r=0$. A small cosine does not require an indefinite $E$: for $E=\mathrm{diag}(0,e)$ with $e>0$ and $s=(1,t)^T$, $\cos\theta=|t|/\sqrt{1+t^2}$ while $\|\Delta B\|=e$, so the rule can also skip a step that is far from any breakdown. With $\|r\|\le\|E\|\|s\|$, (5) and (6) give the bound $\|\Delta B\|<\|E\|/\eta$. On a quadratic surface, where $r=Es$, the rule is independent of the step length. It does depend on the scaling of the coordinates, because $d$ is invariant under a linear change of coordinates and the two norms are not. A skipped step with $r\neq0$ leaves its own secant condition unmet and does not count toward $n$. The induction (2) continues to hold among the accepted steps.

In exact arithmetic, the symmetric rank-one update recovers a quadratic Hessian from $n$ independent steps unless a denominator vanishes with a nonzero residual, which requires an indefinite error. What remains is a worked example with numbers, and the effects of rounding, gradient noise and anharmonicity.
